**Clausius–Mossotti relation from the RPA dielectric matrix**

For a cubic lattice of nonoverlapping atoms with dipolar response, the RPA gives $(\epsilon_M-1)/(\epsilon_M+2)=4\pi\alpha/(3\Omega)$. Here $\epsilon_M$ is the macroscopic dielectric function, $\Omega$ the primitive-cell volume and $\alpha$ the free-atom polarizability including self-screening. The program inverts the full plane-wave dielectric matrix for sc, bcc and fcc lattices of a model atom and asserts agreement with the relation, for fcc also at a finite frequency. It also asserts the atomic $\alpha$ against a radial Dyson equation, the Lorentz factor against a reciprocal-lattice sum, and the transverse and longitudinal excitation energies. For the fcc example the output shows 1.919 without local fields, 1.375 with atomic depolarization alone and 1.429 with the Lorentz field added. Further assertions cover the failure of the relation for overlapping atoms, a tetragonal lattice and atoms with octupole response. The octupole shift of the inverse effective polarizability is found to fall as the tenth power of the lattice constant.

## Check in Python

```python
"""Clausius-Mossotti relation from the RPA dielectric matrix.

Result under test (Hartree atomic units, Gaussian electrostatics):
    (eps_M - 1)/(eps_M + 2) = 4 pi alpha / (3 Omega)
for a cubic lattice of nonoverlapping atoms responding in the l=1 channel.
eps_M : 1/[eps^-1]_00 for q -> 0, eps = 1 - v P (symmetrized form used here)
alpha : RPA polarizability of the free atom; alpha0: without self-screening
Omega : volume of the primitive cell
Model atom: two electrons in an s orbital ~ (1-r^2/b^2), empty orbitals
~ r^l Y_lm (1-r^2/b^2), all zero beyond the radius b; gap Delta.
f(r)  : spherical profile, transition density = -d grad f, integral of f = 1
S     : depolarization factor (4 pi/3) * integral of f^2
"""
import numpy as np
from scipy.special import spherical_jn
from scipy.constants import physical_constants

PI = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
b, Delta, a_fcc = 3.0, 0.3, 9.0


def gauss(lo, hi, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


r, w = gauss(0.0, b, 60)


def orbital(l, x):
    shape = lambda y: y**l * (1 - y**2 / b**2)
    return shape(x) / np.sqrt(np.sum(w * r**2 * shape(r)**2))


def transition(l, x):
    """Radial factor u_l of the transition density u_l(r) Y_lm."""
    return orbital(0, x) * orbital(l, x) / np.sqrt(4 * PI)


def fourier(l, k):
    """Radial Fourier transform 4 pi int r^2 u_l j_l(kr) dr."""
    ku, inverse = np.unique(np.round(k, 12), return_inverse=True)
    values = spherical_jn(l, np.outer(ku, r)) @ (
        4 * PI * w * r**2 * transition(l, r))
    return values[inverse]


def g_vectors(cell, gmax):
    recip = 2 * PI * np.linalg.inv(cell).T
    n = np.ceil(gmax * np.linalg.norm(cell, axis=1) / (2 * PI)).astype(int)
    grid = np.meshgrid(*[np.arange(-m, m + 1) for m in n], indexing="ij")
    g = np.stack([x.ravel() for x in grid], axis=1) @ recip
    return g[np.linalg.norm(g, axis=1) < gmax]


def dipole_densities(k):
    """Transition densities s->p_i at wavevectors k (common phase dropped)."""
    kn = np.linalg.norm(k, axis=1)
    return (np.sqrt(3 / (4 * PI)) * fourier(1, kn) / kn)[:, None] * k


def dielectric(cell, direction=(0, 0, 1), omega=0.0, gmax=7.0):
    """Head eps_00 and eps_M from the full plane-wave matrix."""
    vol = abs(np.linalg.det(cell))
    g = g_vectors(cell, gmax)
    zero = np.argmin(np.linalg.norm(g, axis=1))
    k = g + 1e-4 * np.array(direction, float)
    scaled = dipole_densities(k) / np.linalg.norm(k, axis=1)[:, None]
    strength = 4 * Delta / (omega**2 - Delta**2)
    eps = np.eye(len(k)) - 4 * PI * strength / vol * scaled @ scaled.T
    unit = np.zeros(len(k))
    unit[zero] = 1.0
    return eps[zero, zero], 1 / np.linalg.solve(eps, unit)[zero], len(k)


def clausius_mossotti(alpha_value, vol):
    x = 4 * PI * alpha_value / (3 * vol)
    return (1 + 2 * x) / (1 - x)


sc = np.eye(3)
bcc = 0.5 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
fcc = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])

# Free atom: profile f, depolarization factor, polarizability
d = np.sqrt(4 * PI / 3) * np.sum(w * r**3 * transition(1, r))
f = np.empty_like(r)
for i, ri in enumerate(r):
    s, ws = gauss(ri, b, 20)
    f[i] = np.sqrt(3 / (4 * PI)) / d * np.sum(ws * transition(1, s))
assert abs(np.sum(w * 4 * PI * r**2 * f) - 1) < 1e-10
f_squared = np.sum(w * 4 * PI * r**2 * f**2)
S = 4 * PI / 3 * f_squared
alpha0 = 4 * d**2 / Delta
alpha = 1 / (1 / alpha0 + S)

# Independent atomic polarizability: Dyson equation on a radial grid
x, wx = gauss(0.0, b, 400)
u = transition(1, x)
coulomb = (4 * PI / 3 * np.minimum.outer(x, x)
           / np.maximum.outer(x, x)**2 * (x**2 * wx)[None, :])
p_static = -4 / Delta
system = np.eye(len(x)) - p_static * np.outer(u, (x**2 * wx * u) @ coulomb)
source = p_static * u * np.sum(x**3 * wx * u) * np.sqrt(4 * PI / 3)
induced = np.linalg.solve(system, source)
alpha_grid = -np.sqrt(4 * PI / 3) * np.sum(x**3 * wx * induced)
assert abs(alpha_grid / alpha - 1) < 1e-4  # kink of the Coulomb kernel

print(f"atom radius b = {b:.1f} bohr, gap Delta = {Delta:.2f} hartree")
print(f"transition dipole d = {d:.5f} a.u.")
print(f"integral of f^2 = {f_squared:.6f} bohr^-3")
print(f"depolarization factor S = {S:.6f} bohr^-3")
print(f"independent-particle alpha0 = {alpha0:.4f} bohr^3")
print(f"RPA atomic alpha = {alpha:.4f} bohr^3")
print(f"same alpha from radial Dyson equation = {alpha_grid:.4f} bohr^3")

# Worked example: fcc lattice
cell = a_fcc * fcc
vol = abs(np.linalg.det(cell))
head, eps_m, size = dielectric(cell)
eps_cm = clausius_mossotti(alpha, vol)
eps_onsite = 1 + 4 * PI * alpha / vol
assert abs(eps_m - eps_cm) < 5e-5
assert abs(head - (1 + 4 * PI * alpha0 / vol)) < 1e-5
assert f_squared > 1 / vol and eps_m < head
g = g_vectors(cell, 20.0)
g = g[np.linalg.norm(g, axis=1) > 1e-8]
g2 = np.sum(g**2, axis=1)
lattice_sum = 4 * PI / vol * np.sum(dipole_densities(g)[:, 2]**2 / g2) / d**2
lorentz = S - lattice_sum
assert abs(lorentz * 3 * vol / (4 * PI) - 1) < 1e-5
field_ratio = (eps_m - 1) * vol / (4 * PI * alpha)
assert abs(field_ratio - (eps_m + 2) / 3) < 5e-5
print(f"fcc a = {a_fcc:.1f} bohr, Omega = {vol:.2f} bohr^3")
print(f"fcc nearest-neighbour distance = {a_fcc / np.sqrt(2):.3f} bohr")
print(f"lattice sum over G != 0 = {lattice_sum:.6f} bohr^-3")
print(f"Lorentz factor, S minus lattice sum = {lorentz:.6f} bohr^-3")
print(f"4 pi/(3 Omega) = {4 * PI / (3 * vol):.6f} bohr^-3")
print(f"4 pi alpha/(3 Omega) = {4 * PI * alpha / (3 * vol):.5f}")
print(f"eps without local fields = {head:.4f}")
print(f"eps with depolarization only = {eps_onsite:.4f}")
print(f"eps_M from matrix of {size} plane waves = {eps_m:.5f}")
print(f"eps_M from Clausius-Mossotti = {eps_cm:.5f}")
print(f"(eps_M-1)/(eps_M+2) from matrix = {(eps_m - 1) / (eps_m + 2):.5f}")
print(f"local field / macroscopic field = {field_ratio:.5f}")

# Other cubic lattices, with q along a general direction
for name, basis, a in (("sc", sc, 7.0), ("bcc", bcc, 7.5)):
    v = abs(np.linalg.det(a * basis))
    h, e, _ = dielectric(a * basis, np.array([1, 2, 3]) / np.sqrt(14))
    c = clausius_mossotti(alpha, v)
    assert abs(e - c) < 5e-5 and e < h
    print(f"{name} a = {a:.1f} bohr: eps_M matrix {e:.5f}, relation {c:.5f}")

# Frequency dependence, transverse and longitudinal excitations
F = 4 * Delta * d**2
omega_a2 = Delta**2 + F * S
omega = 0.35
_, e_w, _ = dielectric(cell, omega=omega)
c_w = clausius_mossotti(F / (omega_a2 - omega**2), vol)
assert abs(e_w - c_w) < 2e-4
k = g_vectors(cell, 20.0) + np.array([0, 0, 1e-4])
rho = dipole_densities(k)
coupling = 4 * PI / vol * (rho / np.sum(k**2, axis=1)[:, None]).T @ rho
modes = np.sqrt(np.linalg.eigvalsh(Delta**2 * np.eye(3)
                                   + 4 * Delta * coupling))
omega_t = np.sqrt(omega_a2 - 4 * PI * F / (3 * vol))
omega_l = np.sqrt(omega_a2 + 8 * PI * F / (3 * vol))
assert np.allclose(modes, [omega_t, omega_t, omega_l], atol=1e-5)
print(f"at omega = {omega:.2f} hartree: matrix {e_w:.4f}, relation {c_w:.4f}")
print(f"F = {F:.4f} a.u., omega_a = {np.sqrt(omega_a2):.5f} hartree")
print(f"omega_T = {modes[0]:.5f} hartree = {modes[0] * HARTREE_EV:.3f} eV")
print(f"omega_L = {modes[2]:.5f} hartree = {modes[2] * HARTREE_EV:.3f} eV")

# Overlapping atoms: the relation fails by the overlap of the profiles
a_over = 5.5
v_over = a_over**3 / 4
_, e_over, _ = dielectric(a_over * fcc, gmax=9.0)
c_over = clausius_mossotti(alpha, v_over)
kk, wk = gauss(0.0, 20.0, 400)
fk = np.sqrt(3 / (4 * PI)) * fourier(1, kk) / (kk * d)
n = np.arange(-3, 4)
sites = np.stack(np.meshgrid(n, n, n), -1).reshape(-1, 3) @ (a_over * fcc)
dist = np.linalg.norm(sites, axis=1)
dist = dist[(dist > 1e-8) & (dist < 2 * b)]
overlap = sum(np.sum(wk * kk**2 * fk**2 * np.sinc(kk * R / PI))
              for R in dist) / (2 * PI**2)
e_fixed = clausius_mossotti(1 / (1 / alpha + 4 * PI / 3 * overlap), v_over)
assert abs(e_over - e_fixed) < 1e-3 and c_over - e_over > 0.05
print(f"overlapping fcc a = {a_over:.1f} bohr: eps_M matrix {e_over:.4f}")
print(f"  relation {c_over:.4f}, with overlap term {e_fixed:.4f}")
print(f"  overlap sum = {overlap:.6f} bohr^-3")

# Tetragonal lattice: unequal Lorentz factors with a fixed sum
tetra = np.diag([7.0, 7.0, 10.0])
v_t = np.linalg.det(tetra)
_, e_x, _ = dielectric(tetra, (1, 0, 0), gmax=6.0)
_, e_z, _ = dielectric(tetra, (0, 0, 1), gmax=6.0)
l_x, l_z = [1 / alpha - 4 * PI / (v_t * (e - 1)) for e in (e_x, e_z)]
assert abs((2 * l_x + l_z) * v_t / (4 * PI) - 1) < 2e-3
assert abs(e_x - e_z) > 1e-3
print(f"tetragonal 7 x 7 x 10 bohr: eps_x = {e_x:.4f}, eps_z = {e_z:.4f}")
print(f"  relation would give {clausius_mossotti(alpha, v_t):.4f}")
print(f"  Lorentz factors x Omega/4pi: x {l_x * v_t / (4 * PI):.4f}, "
      f"z {l_z * v_t / (4 * PI):.4f}")


# Octupole response: add an s->f transition with the same gap, sc lattice
def with_octupole(a):
    g = g_vectors(a * sc, 20.0)
    g = g[np.linalg.norm(g, axis=1) > 1e-8]
    gn = np.linalg.norm(g, axis=1)
    c = g[:, 2] / gn
    t1 = fourier(1, gn) * np.sqrt(3 / (4 * PI)) * c
    t3 = -fourier(3, gn) * np.sqrt(7 / (4 * PI)) * (5 * c**3 - 3 * c) / 2
    t = np.stack([t1, t3]) / gn
    m = Delta / 4 * np.eye(2) + 4 * PI / a**3 * t @ t.T
    effective = d**2 * np.linalg.inv(m)[0, 0]
    shift = 1 / alpha - 4 * PI / (3 * a**3) - 1 / effective
    return 1 + 4 * PI * effective / a**3, shift


e_oct, _ = with_octupole(7.0)
_, shift10 = with_octupole(10.0)
_, shift12 = with_octupole(12.0)
power = np.log(shift12 / shift10) / np.log(12.0 / 10.0)
assert e_oct > clausius_mossotti(alpha, 343.0) + 1e-6
assert abs(power + 10) < 0.1
print(f"sc a = 7.0 bohr with octupole response: eps_M = {e_oct:.6f}")
print(f"  relation gives {clausius_mossotti(alpha, 343.0):.6f}")
print(f"  octupole shift at a = 10 bohr: {shift10:.3e} bohr^-3")
print(f"  octupole shift at a = 12 bohr: {shift12:.3e} bohr^-3")
print(f"  power of a in the shift = {power:.3f}")
print("checks complete")
```

Output:

```
atom radius b = 3.0 bohr, gap Delta = 0.30 hartree
transition dipole d = 1.00000 a.u.
integral of f^2 = 0.025969 bohr^-3
depolarization factor S = 0.108780 bohr^-3
independent-particle alpha0 = 13.3333 bohr^3
RPA atomic alpha = 5.4413 bohr^3
same alpha from radial Dyson equation = 5.4412 bohr^3
fcc a = 9.0 bohr, Omega = 182.25 bohr^3
fcc nearest-neighbour distance = 6.364 bohr
lattice sum over G != 0 = 0.085796 bohr^-3
Lorentz factor, S minus lattice sum = 0.022984 bohr^-3
4 pi/(3 Omega) = 0.022984 bohr^-3
4 pi alpha/(3 Omega) = 0.12506
eps without local fields = 1.9194
eps with depolarization only = 1.3752
eps_M from matrix of 1067 plane waves = 1.42881
eps_M from Clausius-Mossotti = 1.42881
(eps_M-1)/(eps_M+2) from matrix = 0.12506
local field / macroscopic field = 1.14294
sc a = 7.0 bohr: eps_M matrix 1.21354, relation 1.21354
bcc a = 7.5 bohr: eps_M matrix 1.36343, relation 1.36343
at omega = 0.35 hartree: matrix 2.1744, relation 2.1744
F = 1.2000 a.u., omega_a = 0.46961 hartree
omega_T = 0.43927 hartree = 11.953 eV
omega_L = 0.52507 hartree = 14.288 eV
overlapping fcc a = 5.5 bohr: eps_M matrix 4.1505
  relation 4.6368, with overlap term 4.1505
  overlap sum = 0.003061 bohr^-3
tetragonal 7 x 7 x 10 bohr: eps_x = 1.1503, eps_z = 1.1391
  relation would give 1.1464
  Lorentz factors x Omega/4pi: x 0.5112, z -0.0222
sc a = 7.0 bohr with octupole response: eps_M = 1.213601
  relation gives 1.213540
  octupole shift at a = 10 bohr: 1.374e-06 bohr^-3
  octupole shift at a = 12 bohr: 2.220e-07 bohr^-3
  power of a in the shift = -9.997
checks complete
```
